# Why beryllium collapses when only pair positivity and trace are imposed

## Question

The energy of an atom depends on the wavefunction only through its two-electron density matrix $D$, and it is linear in $D$. So I tried to skip the wavefunction. For beryllium I minimised the energy over all matrices $D$ that are antisymmetric in each pair of arguments, positive semidefinite, and normalised to the six electron pairs.

The minimisation converges without trouble, but to an energy far below full configuration interaction (FCI) in the same orbitals. I expected a variational method to stay above it. Is this a bug? If not, where do the six pairs go, can the result be predicted without the minimisation, and which property of a real four-electron state has been lost? Would it help to impose that the atom is a spin singlet?

## Answer

It is not a bug. Your conditions are necessary for $D$ to come from a four-electron state, but they are not sufficient. You are minimising over too large a set, so you obtain a lower bound. The minimum is an eigenvalue problem for two particles, and it can be written down directly.

I use atomic units, a fixed nucleus of charge $Z$, and the non-relativistic, spin-free Hamiltonian

$$
H=\sum_{i=1}^{N}h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=-\frac12\nabla^2-\frac Zr .
$$

### The energy as a sum over pairs

Electron $i$ belongs to $N-1$ pairs. If $h(i)+h(j)$ is summed over all pairs, each $h(i)$ is therefore counted $N-1$ times, and

$$
\sum_i h(i)=\frac1{N-1}\sum_{i<j}\left[h(i)+h(j)\right].
$$

Hence $H=\sum_{i<j}K(i,j)$, with the reduced Hamiltonian

$$
K(1,2)=\frac{h(1)+h(2)}{N-1}+\frac1{r_{12}} .
$$

For a normalised state $\Psi$, define

$$
D(12;1'2')=\frac{N(N-1)}2\int\Psi(1,2,3,\dots,N)\,\Psi^*(1',2',3,\dots,N)\,d3\cdots dN .
$$

Its trace is the number of pairs, $N(N-1)/2$. Relabelling the electrons changes $\Psi$ only by a sign, so every pair contributes equally to the energy, and

$$
E=\frac{N(N-1)}2\langle\Psi|K(1,2)|\Psi\rangle=\mathrm{Tr}(KD).
$$

If your code normalises $D$ to $N(N-1)$ instead, this expression needs a factor $1/2$.

Positivity is also inherited from $\Psi$. For any two-electron function (geminal) $g$, $\langle g|D|g\rangle$ is $N(N-1)/2$ times the squared norm of the function left after projecting electrons 1 and 2 of $\Psi$ on $g$. It cannot be negative.

### The minimum under your conditions

Diagonalise an admissible matrix:

$$
D=\sum_i d_i|g_i\rangle\langle g_i|,\qquad d_i\ge0,\qquad \sum_i d_i=\frac{N(N-1)}2,
$$

with orthonormal antisymmetric geminals $g_i$. Let $K$ have antisymmetric eigenfunctions $|a\rangle$ with eigenvalues $\lambda_a$, the lowest being $\lambda_0$. In a finite basis,

$$
\langle g_i|K|g_i\rangle=\sum_a\lambda_a|\langle a|g_i\rangle|^2
\ge\lambda_0\sum_a|\langle a|g_i\rangle|^2=\lambda_0 .
$$

Multiplying by $d_i\ge0$ and summing gives

$$
\mathrm{Tr}(KD)=\sum_i d_i\langle g_i|K|g_i\rangle
\ge\frac{N(N-1)}2\lambda_0\equiv E_c .
$$

Equality requires every $g_i$ with $d_i>0$ to lie in the lowest eigenspace. It is reached by putting all pairs there. Nothing in your conditions limits how many pairs one geminal may hold.

The FCI matrix is itself admissible, so $E_{\rm FCI}\ge E_c$. Your expectation of an upper bound would hold if every trial $D$ came from a state. Here the set also contains matrices that do not.

For $N=2$ there is one pair and $K=H$, so the relaxed minimum is the true ground-state energy. The difficulty starts when several pairs must share the same electrons.

### Beryllium in numbers

I used an uncontracted Gaussian basis with nine s and four p shells, 21 spatial orbitals in all. "Exact" below means FCI in this basis. The basis has no d or higher functions and few exponents, so these are not basis-set limits, and the digits shown belong to this basis. Near the complete basis the lowest eigenvalue of $K$ is $-3.2907$ hartree, so $E_c$ drops by $0.076$ to $-19.744$ hartree and $E_2(4/3)$ becomes $-1.0969$ hartree. The four-electron energy drops by about $0.02$ hartree, the gap grows to about $5.08$ hartree ($138$ eV), the entries of the table move by up to about $0.05$ hartree, $E_{\rm spin}$ becomes about $-18.11$ hartree, and the 2s occupation rises to $0.912$. None of the conclusions changes.

The lowest eigenvalue of $K$ is $-3.27798$ hartree. It belongs to a spin singlet and is nondegenerate; the lowest triplet lies at $-2.74429$ hartree. All six pairs therefore occupy one geminal:

$$
E_c=6(-3.27798)=-19.668\ \text{hartree}.
$$

FCI gives $-14.648$ hartree. The collapse is $5.020$ hartree deeper, or $136.6$ eV, about 34% of the magnitude of the FCI energy.

| Energy (hartree) | Collapsed $D$ | FCI |
|---|---:|---:|
| One-body | $-29.245$ | $-19.037$ |
| Repulsion | $9.577$ | $4.390$ |
| Total | $-19.668$ | $-14.648$ |

The collapsed matrix has more repulsion, by $5.187$ hartree, but its one-body energy is lower by $10.207$ hartree. The difference is the $5.020$ hartree found above.

### The same result from a two-electron atom

Set $q=N-1$ and change the length scale by $\mathbf r=\mathbf x/q$. Then $\nabla_r^2=q^2\nabla_x^2$, $1/r=q/x$ and $1/r_{12}=q/x_{12}$. Multiply $K$ by $q$ first:

$$
\begin{aligned}
qK&=h(1)+h(2)+\frac q{r_{12}}\\
&=q^2\left[-\frac12\nabla_{x_1}^2-\frac12\nabla_{x_2}^2
-\frac{Z/q}{x_1}-\frac{Z/q}{x_2}+\frac1{x_{12}}\right].
\end{aligned}
$$

The bracket is the Hamiltonian of an ordinary two-electron atom with nuclear charge $Z/q$. If its ground-state energy is $E_2(Z/q)$, division by $q$ gives

$$
\lambda_0=(N-1)E_2\!\left(\frac Z{N-1}\right),\qquad
E_c=\frac{N(N-1)^2}2E_2\!\left(\frac Z{N-1}\right).
$$

For beryllium the charge is $4/3$ and the prefactor is $4\cdot9/2=18$. A Gaussian $e^{-\alpha r^2}$ becomes $e^{-(\alpha/9)x^2}$, so the matching basis has all exponents divided by nine. A separate calculation in that basis gives $E_2(4/3)=-1.09266$ hartree, and $18(-1.09266)=-19.668$ hartree, as before.

### An estimate by hand

Put both electrons of the geminal in $\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$, with a singlet spin function. The radial function is $u=2\zeta^{3/2}re^{-\zeta r}$ and the radial density is $\rho=u^2=4\zeta^3r^2e^{-2\zeta r}$. The kinetic energy per electron is

$$
\begin{aligned}
\frac12\int_0^\infty(u')^2dr
&=2\zeta^3\int_0^\infty(1-2\zeta r+\zeta^2r^2)e^{-2\zeta r}dr\\
&=2\zeta^3\left(\frac1{2\zeta}-\frac1{2\zeta}+\frac1{4\zeta}\right)=\frac{\zeta^2}2,
\end{aligned}
$$

and the nuclear attraction is

$$
-Z\int_0^\infty\frac{\rho}{r}dr=-4Z\zeta^3\frac1{(2\zeta)^2}=-Z\zeta .
$$

For the repulsion, first find the potential of one electron's charge cloud. Charge inside radius $r$ acts as if at the centre; a shell outside, at radius $s$, contributes $1/s$ times its charge:

$$
\begin{aligned}
V(r)&=\frac1r\int_0^r\rho(s)ds+\int_r^\infty\frac{\rho(s)}s ds\\
&=\frac{1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)}r+e^{-2\zeta r}(\zeta+2\zeta^2r)\\
&=\frac1r-e^{-2\zeta r}\left(\frac1r+\zeta\right).
\end{aligned}
$$

Averaging $V$ over the other electron gives

$$
\begin{aligned}
J=\int_0^\infty\rho V\,dr
&=4\zeta^3\left[\frac1{(2\zeta)^2}-\frac1{(4\zeta)^2}-\frac{2\zeta}{(4\zeta)^3}\right]\\
&=4\zeta\left(\frac14-\frac1{16}-\frac1{32}\right)=\frac58\zeta .
\end{aligned}
$$

The expectation value of $K$ is $2(\zeta^2/2-Z\zeta)/(N-1)+5\zeta/8$. Multiplication by the number of pairs yields

$$
\begin{aligned}
E(\zeta)&=N\left(\frac{\zeta^2}2-Z\zeta\right)+\frac{N(N-1)}2\,\frac58\zeta\\
&=N\left[\frac{\zeta^2}2-\zeta_0\zeta\right],\qquad
\zeta_0=Z-\frac{5(N-1)}{16}.
\end{aligned}
$$

For $\zeta_0>0$, the derivative $N(\zeta-\zeta_0)$ vanishes at $\zeta=\zeta_0$. The second derivative is $N>0$, so this is the minimum, with $E=-N\zeta_0^2/2$. For beryllium, $\zeta_0=4-15/16=3.0625$ and

$$
E=-2(3.0625)^2=-18.758\ \text{hartree}.
$$

By the variational principle for $K$, the complete-space value of $E_c$ is no higher than this. One page of algebra thus already gives an energy about 4.1 hartree below the FCI value quoted above.

The estimate also settles whether the collapse has a bound geminal to settle in when the basis is complete. In the scaled two-electron atom it corresponds to $-18.758/18=-1.042$ hartree. Removing one electron to infinity leaves a one-electron ion with energy $-(4/3)^2/2=-0.889$ hartree. The trial energy is below this threshold, so a bound ground state exists.

The formula for $E(\zeta)$ has a direct meaning: it is the energy of $N$ charged bosons all placed in $\phi$. There are $N$ one-body terms and $N(N-1)/2$ equal repulsions. Each pair in your $D$ is antisymmetric, thanks to its singlet spin function, but nothing prevents all pairs from using the same spatial orbital. The comparison with bosons applies to this product estimate; the optimised geminal also contains correlation between its two electrons.

### What has been lost

Recover the one-electron density matrix by contraction. With $D$ written as a full antisymmetric tensor in spin orbitals and normalised as above,

$$
\gamma_{pq}=\frac{2}{N-1}\sum_rD_{pr,qr}.
$$

The factor 2 is there because either electron of the pair may be the one kept; the denominator removes the $N-1$ countings of each electron. The trace is then $2[N(N-1)/2]/(N-1)=N$, as it should be.

The spatial part of a real singlet geminal is symmetric, so it can be diagonalised as $\sum_k s_k\chi_k(\mathbf r_1)\chi_k(\mathbf r_2)$, with $\sum_k s_k^2=1$. Including spin, the geminal is a sum of determinants, each containing $\chi_k$ with spin up and spin down, with coefficient $s_k$. Determinants with different $k$ share no spin orbital, so they give no cross terms in the one-electron density. One pair therefore puts $w_k=s_k^2$ electrons in each of the two spin orbitals. For all the pairs together,

$$
n_k=\frac1{N-1}\,\frac{N(N-1)}2\,w_k=\frac N2w_k .
$$

The largest weight for beryllium is $w_1=0.9775$, so

$$
n_1=2(0.9775)=1.955
$$

electrons occupy a single spin orbital. For any fermion state, pure or mixed, $n=\langle a^\dagger a\rangle=1-\langle aa^\dagger\rangle\le1$. The collapsed $D$ violates the Pauli principle even though it is antisymmetric. In FCI the largest occupations are $0.998$ and $0.910$, which describe the 1s and 2s shells.

A tempting repair is to allow each geminal at most one pair. That would be wrong. The collapsed geminal holds $0.931$ pairs in the FCI state, but the largest singlet population in that same state is $1.0007$. Pairs do not obey the exclusion rule of single electrons, and a limit of one would exclude a legitimate state.

### Does fixing the spin help?

Imposing $\langle S^2\rangle=0$, the simplest consequence of a singlet, raises the bound, but not enough. Each electron has $s_i^2=3/4$, so for four electrons

$$
\langle S^2\rangle=4\cdot\frac34+2\sum_{i<j}\langle\mathbf s_i\cdot\mathbf s_j\rangle .
$$

The scalar product is $-3/4$ in a singlet pair and $+1/4$ in a triplet pair. Your collapsed matrix has six singlet pairs and would give

$$
\langle S^2\rangle=3+2\cdot6\left(-\frac34\right)=-6,
$$

which is impossible for $S^2=S_x^2+S_y^2+S_z^2$, a sum of squares of Hermitian operators. This is a second proof that no four-electron state lies behind it.

For a true singlet, $\langle S^2\rangle=0$. Let $n_s$ and $n_t$ be the numbers of singlet and triplet pairs. Then

$$
n_s+n_t=6,\qquad -\frac34n_s+\frac14n_t=-\frac32 .
$$

Four times the second equation is $-3n_s+n_t=-6$. Subtracting it from the first gives $4n_s=12$, hence $n_s=n_t=3$.

Now impose these two traces separately. Since $K$ does not act on spin, it has no matrix elements between the singlet and triplet sectors, and the earlier argument applies in each. With $\lambda_s$ and $\lambda_t$ the lowest eigenvalues of the sectors,

$$
E_{\rm spin}=3\lambda_s+3\lambda_t
=3(-3.27798-2.74429)=-18.067\ \text{hartree}.
$$

This is still $3.419$ hartree below FCI. Only the two traces have been imposed. A singlet also obeys $S_z\Psi=0$, so the numbers of up and down electrons are sharp, and $\langle a^\dagger_{p\alpha}a_{q\alpha}\hat N_\sigma\rangle=N_\sigma\gamma^\alpha_{pq}$ then relates the partial traces of the parallel-spin and antiparallel-spin blocks of $D$. These further conditions are not included here, and I have not calculated how much they raise the bound. There are now two collapsed levels instead of one. The triplet level has one spatial function and three spin components, and its three pairs may be distributed among those components in any way without changing the energy.

### What to do with your code

First check that it reproduces the collapse: the optimised $D$ should have one eigenvalue equal to 6 and the rest zero, to within convergence. A direct minimisation over general positive matrices in a small space of eight spin orbitals does this, giving $-18.941$ hartree both from the search and from six times the lowest eigenvalue. The numerical check tests this case along with the scaling relation and the trial energy.

Then add conditions that refer to all $N$ electrons. The first is $1-\gamma\ge0$, which excludes the matrix found here but does not close the gap: in the nine s functions alone the collapsed energy is $-19.374$ hartree, FCI is $-14.585$ hartree, and adding this condition raises the minimum only to about $-16.46$ hartree. More generally, $\langle A^\dagger A\rangle\ge0$ for every operator $A$. Taking $A$ as a combination of products of two annihilation operators gives the positivity you already have. Products of two creation operators give positivity of the two-hole matrix, and products of one creation and one annihilation operator give that of the particle–hole matrix. By the anticommutation rules, both matrices are fixed by $D$, $\gamma$ and constants, so these conditions remain linear in $D$ at fixed $N$. They are necessary conditions; I have not calculated how much of the 5.020 hartree they recover in this basis.

## Computed results

```
Electrons N, nuclear charge Z, pairs: 4 4 6
s exponents (bohr^-2): [3.00000e-02 9.60000e-02 3.07200e-01 9.83040e-01 3.14573e+00 1.00663e+01
 3.22123e+01 1.03079e+02 3.29853e+02]
p exponents (bohr^-2): [0.06   0.27   1.215  5.4675]
Spatial orbitals: 21
Lowest singlet eigenvalue of K: -3.277981 hartree
Second singlet eigenvalue of K: -2.725781 hartree
Lowest triplet eigenvalue of K: -2.744293 hartree
Spatial degeneracy of lowest triplet: 1
Collapsed energy: -19.667885 hartree
Hartree-Fock energy: -14.565924 hartree
FCI energy, same basis: -14.647911 hartree
FCI minus collapsed energy: 5.019974 hartree
The same gap: 136.60 eV
Collapsed one-body energy: -29.244764 hartree
Collapsed repulsion energy: 9.576879 hartree
FCI one-body energy: -19.037437 hartree
FCI repulsion energy: 4.389526 hartree
Two-electron atom charge Z/(N-1): 1.333333
Its scaled-basis energy: -1.092660 hartree
Product trial exponent: 3.062500 bohr^-1
Product trial energy, formula: -18.757812 hartree
Product trial energy, quadrature: -18.757812 hartree
Largest geminal weights: [0.977537 0.013515 0.002856 0.002856 0.002856]
Collapsed occupations per spin orbital: [1.955073 0.027031 0.005712 0.005712 0.005712]
FCI occupations per spin orbital: [0.998201 0.909878 0.029453 0.029453 0.029453]
Collapsed-geminal population in FCI: 0.931241 pairs
Largest singlet population in FCI: 1.000677 pairs
FCI singlet pairs: 3.000000
FCI triplet pairs: 3.000000
Energy with spin-pair traces fixed: -18.066822 hartree
FCI minus spin-resolved energy: 3.418911 hartree
Two-electron Be ion, FCI: -13.640012 hartree
Two-electron Be ion, pair eigenvalue: -13.640012 hartree
Small test: spin orbitals, pair dimension: 8 28
Small test: minimised energy: -18.941451 hartree
Small test: pairs times eigenvalue: -18.941451 hartree
Small test: largest pair population: 6.000000
```
